Conservative implicit integration of suppressor breakdown in a copper via

**What goes wrong**

A convenient way to couple a suppressor in solution to its coverage on copper is to update the concentration with the old coverage, then update the coverage with the new concentration. Each update can be implicit and stable, yet the two see different adsorption rates. In the example below, such a scheme with a 0.5 s step misplaces up to 1.73 amol of suppressor within 60 s, about 3.5 % of the 49.1 amol supplied in the resolved run. The cure is to solve both equations with one shared rate. The balance then closes, but that does not prove the breakdown time right: a coarse coupled run balances to rounding and still breaks down 0.68 s early.

**Model and conventions**

A cylindrical via of radius R and depth L lies in a square array of pitch p, under a stagnant layer of thickness δ. Depth z runs from the mouth (0) to the bottom (L). The unknowns are the suppressor concentration c, the cupric concentration m, both averaged over the cross-section, and the coverage θ. Bulk values are c_b and m_b. The overpotential E is a positive magnitude. The geometry is fixed, migration is omitted, and adsorbed suppressor leaves the surface by burial in the deposit alone.

Copper grows at the rate

v = v_a (m/m_b)[(1−θ) + rθ],  v_a = (Ω i₀/2F) exp(αFE/R_gT).

Here v_a is the rate of a bare surface at bulk copper concentration, r the ratio of covered to bare rate, Ω the molar volume of copper, i₀ the exchange current density, α the transfer coefficient and R_g the gas constant. The wall obeys

dθ/dt = kc(1−θ) − κvθ,

where k is the adsorption constant and κ the fraction of coverage buried per unit deposited length. With Γ the amount per area at full coverage, the via solution obeys

∂c/∂t = D ∂²c/∂z² − (2/R)Γkc(1−θ),
∂m/∂t = D_m ∂²m/∂z² − (2/R)v/Ω.

The factor 2/R is sidewall area per volume, 2πR/(πR²). The via bottom and the flat field around the mouth also adsorb and plate.

**Conservative discretization**

Nodes sit at the bottom, at the mouth and between them, and also in the stagnant layer. Node j owns half of each neighbouring interval: a volume V_j and a wetted area S_j. The mouth node also owns the field area p²−πR², the last node the bottom area πR². A face between nodes has conductance g = (cross-section)/(spacing), so

V_j dc_j/dt = D[g_j(c_{j−1}−c_j) + g_{j+1}(c_{j+1}−c_j)] − ΓS_j k c_j(1−θ_j).

The copper equation has the same form with sink S_j v_j/Ω. Multiply the wall equation by ΓS_j, add it to the equation above and sum over j. Each internal face flux enters twice with opposite signs, and the adsorption terms cancel. What remains is

d/dt Σ(V_j c_j + ΓS_jθ_j) = Dg₁(c_b−c₁) − ΓκΣS_j v_jθ_j.

The right side is supply minus burial. Two separate ledgers are more informative: the dissolved amount changes by supplied minus adsorbed, the wall amount by adsorbed minus buried.

If the solution is given θ_old while the wall uses θ_new, the adsorption terms do not cancel. A backward Euler step of length h then creates the amount

hΣΓS_j k c_j(θ_old,j − θ_new,j).

It is positive where coverage falls. The coverage change per step is of order h, so the error per step is of order h² and the accumulated leak of order h.

**Time integration**

Write the system as du/dt = f(u) and take

U₁ = u + γh f(U₁),
U₂ = u + (1−γ)h f(U₁) + γh f(U₂),  u_new = U₂.

The stage weights are 1−γ and γ, the stage times γh and h. Second order requires the weighted mean stage time to be h/2:

(1−γ)γ + γ = 1/2, so γ² − 2γ + 1/2 = 0, and γ = 1 − 1/√2.

The smaller root keeps both stages inside the step. For the linear test equation f = λu with y = hλ, the first stage gives U₁ = u/(1−γy). Inserting it in the second gives

u_new/u = [1−γy+(1−γ)y]/(1−γy)² = [1+(1−2γ)y]/(1−γy)².

This vanishes as |y| → ∞, so very fast decaying modes are removed. On the imaginary axis y = is, the squared modulus is [1+(1−2γ)²s²]/(1+γ²s²)². The order condition gives (1−2γ)² = 2γ², hence the numerator is 1+2γ²s², which does not exceed the denominator 1+2γ²s²+γ⁴s⁴. The pole 1/γ lies in the right half-plane, so by the maximum principle no decaying linear mode is amplified.

The total stock is a linear function w·u, and w·f is supply minus burial. Therefore

w·(u_new−u) = h[(1−γ)w·f(U₁) + γw·f(U₂)].

A ledger accumulated with these same weights closes up to solver and rounding error, for any h at which the stages are solved.

**Pseudocode**

  function STAGE(base, a, guess):
    U ← guess
    repeat
      evaluate f(U) and banded Jacobian J(U)
      solve (I − aJ) dU = base + a f(U) − U
      U ← U + damping · dU
    until scaled dU is small

  for each time step h:
    U1 ← STAGE(u, γh, u)
    base ← u + ((1−γ)/γ)(U1 − u)
    U2 ← STAGE(base, γh, U1)
    ledgers += h[(1−γ) flows(U1) + γ flows(U2)]
    u ← U2
    compare change of each stock with its ledger

The third line of the loop uses (1−γ)h f(U₁) = ((1−γ)/γ)(U₁−u), which follows from the first stage. With c, m, θ interleaved node by node, J has three diagonals on each side of the main one. Nodes in the stagnant layer can carry a dummy coverage, harmless because S_j = 0 there.

**Why the passive state is lost**

First hold c and m fixed. Let x = 1−θ, A = kc and B = κv_a m/m_b. Since (1−θ)+rθ = r+(1−r)x, a steady wall requires

Ax = B(1−x)[r+(1−r)x] = B[r+(1−2r)x−(1−r)x²].

Collecting terms,

P(x) = B(1−r)x² + [A−B(1−2r)]x − Br = 0.

For 0 < r < 1 the product of the roots, −r/(1−r), is negative, so one root is positive. Because P(0) = −Br < 0 and P(1) = A > 0, it lies between 0 and 1. The rate law alone thus has one steady coverage; bistability in this model needs concentrations that respond to the wall.

For small x and r, dropping x² gives x ≈ Br/(A−B) when A > B. Burial balances adsorption, so its rate, as a fraction of full coverage per unit time, is

Ax ≈ Br/(1−B/A).

The passive demand Br is amplified as c falls towards c* = κv_a/k (for m ≈ m_b). Lower concentration means more burial, which lowers the concentration further. This feedback produces the fold at which the passive state ends.

A bound follows from transport. Take copper as undepleted. Burial per area is Γκv_aθ[r+(1−r)x]. It is at least the passive value q = Γκr v_a if

(1−x)[r+(1−r)x] − r = x[(1−2r)−(1−r)x] ≥ 0,

which means θ ≥ r/(1−r). Assume this holds everywhere. In steady state the flux density at depth z feeds all the wall below it, so

J(z) ≥ q[2(L−z)/R + 1].

Integrating J/D from 0 to L gives a concentration drop of at least (q/D)(L²/R+L) inside the via. The layer must feed the area p²−πR²+2πRL+πR² = p²+2πRL through a section p², which adds a drop of at least (q/D)δ(1+2πRL/p²). Since c(L) must be positive,

r v_a < D c_b/(ΓκX),  X = L²/R + L + δ(1+2πRL/p²).

This is necessary, not sufficient. A via with a nearly bare bottom violates the coverage condition and escapes the bound. For k → ∞ with the other parameters fixed, c*/c_b → 0 and the amplification disappears wherever c > 0; the fold then approaches the bound from below. For a deep, narrow via L²/R dominates X, and the admissible rate falls as R/L².

To locate the fold, prescribe the bottom coverage θ* and solve for u and v_a together. Each Newton step solves Jp = −f and Jq = −∂f/∂v_a, then sets

Δv_a = (θ*−θ_L−p_L)/q_L,  Δu = p+qΔv_a,

where the subscript L marks the bottom coverage. As θ* is lowered from near 1, the first maximum of v_a is the fold. J itself is singular there, so if a point lands on it, solve the enlarged system directly.

**Worked example**

Take R = 2.5 µm, L = 50 µm, p = 20 µm and δ = 40 µm. The suppressor has c_b = 10 µmol/L = 0.010 amol/µm³, D = 70 µm²/s, Γ = 0.1 amol/µm², k = 1000 m³/(mol s), κ = 100 µm⁻¹ and r = 0.015. Copper has m_b = 0.80 mol/L and D_m = 500 µm²/s, with i₀ = 0.50 mA/cm², α = 0.5 and T = 298.15 K. The supply path is

X = 1000 + 50 + 118.5 = 1168.5 µm,

and the bound on the bare rate is

v_a < 70·0.010/(0.1·100·1168.5·0.015) µm/s = 3.99 nm/s.

With copper undepleted the computed fold is at 3.00 nm/s, 75 % of the bound. With copper transport included it moves to 3.05 nm/s, or E = 0.144 V, because depleted copper plates and buries more slowly. At this fold the bottom concentration is 0.114 c_b, so A = 1.14 s⁻¹, while B ≈ κv_a = 0.305 s⁻¹ if the slight copper depletion is ignored. The estimate x ≈ 0.305·0.015/(1.14−0.305) = 0.0055 is close to the value 0.0052 at the located fold. Burial at the bottom is amplified by about 1/(1−0.27) = 1.4, and less higher up. This extra demand, together with the concentration still left at the bottom, places the fold below the bound. The bottom is still more than 99 % covered when the passive state ends. When the bottom bare fraction is a factor 1.6 below and above its fold value, the leading eigenvalue of J is −0.030 and +0.046 s⁻¹: the branch changes from stable to unstable.

The transient starts from the steady passive state at E = 0.12 V and steps to 0.18 V, where v_a = 6.12 nm/s. Breakdown time is defined by the bottom coverage falling to one half. With h = 0.1 s it is 15.52 s, in agreement with an independent fifth-order implicit integration of the same spatial equations. After 60 s the ledgers read, in amol:

dissolved: 147.06 − 158.55 = 49.13 − 60.63 = −11.50 (rounded),
wall: 82.02 − 118.49 = 60.63 − 97.09 = −36.47 (rounded).

The largest defect at any step is below 10⁻¹² amol. For the independent integration, the balance evaluated by Simpson quadrature of its fluxes closes to 6.5·10⁻⁷ amol.

At 60 s the wall is active from a depth of 28 µm downward. That region has an area of 2π·2.5·22 + π·2.5² ≈ 365 µm², which at full coverage held 36.5 amol. The wall loss is therefore essentially the stripping of this region. The bottom is bare, but its copper concentration is only 0.343 m_b, so it grows at 0.343·6.12 = 2.10 nm/s, against 0.095 nm/s at the mouth. The accumulated deposit is 107 nm at the bottom and 5.8 nm at the mouth. Its maximum, 113 nm, is not at the bottom; stronger copper depletion there is a plausible cause, not separately tested. This is a state in time, not a steady profile.

**Cost, stability and failure modes**

The example has 120 nodes and 360 unknowns. A banded solve costs an amount proportional to the number of nodes, and each step needs two stages with a few Newton iterations each. Copper diffusion across the 0.5 µm spacing has rates up to about 4D_m/(0.5 µm)² = 8000 s⁻¹. Explicit Euler would need steps below 2/8000 s = 0.25 ms, or 240,000 steps for 60 s, against 600 here.

Stability for decaying modes does not make large steps safe during breakdown, where the bare fraction grows. For a mode growing at rate λ, backward Euler multiplies by 1/(1−λh), which exceeds exp(λh) for 0 < λh < 1 and changes sign beyond λh = 1. Near a starved bottom λ is at most about κv_a = 0.61 s⁻¹. With h = 0.5 s, backward Euler closes the total balance to 1.6·10⁻¹³ amol but puts breakdown at 14.83 s, 4.4 % early. The direction agrees with this linear estimate. Step refinement is therefore a separate requirement. For the two-stage scheme, the largest coverage error at 60 s, relative to full coverage, falls from 4.5·10⁻⁴ at h = 0.4 s to 2.8·10⁻⁵ at 0.1 s, an observed order of 2.0.

The mesh must resolve the passive–active boundary. Balancing diffusion against adsorption on a bare wall gives the length √(DR/(2Γk)) = 0.94 µm. Halving the number of via intervals from 100 to 50 leaves the fold at 3.051 nm/s and changes the breakdown time by about 0.001 s. This comparison does not test the later boundary position.

**Relation to a real via**

The dimensions are those of a typical through-silicon via, and the copper concentration suits an acid sulphate bath. The kinetic and adsorption constants are rough values for a strongly suppressed bath; they depend on the polymer and on chloride and should be fitted to the bath in use. A suppressor level of 10 µmol/L is on the low side. Many production baths also contain an accelerator and a leveller, which this model lacks, so its fold is no design limit for them.

The model also neglects the radial suppressor gradient, whose effect can be estimated. For a uniform wall uptake q_w, the quasi-steady radial profile is c_wall + q_w(R²−ρ²)/(2DR), with ρ the distance from the axis. The mean of R²−ρ² is R²/2, so the mean exceeds the wall value by q_wR/(4D). With q_w = Γk c_wall on a bare wall,

c_wall = c_mean/(1+ΓkR/(4D)) = c_mean/1.89.

Reducing k by this factor everywhere lowers the fold to 2.72 nm/s and the breakdown time to 13.6 s, shifts of about 11 and 12 %. Both shifts overstate the effect, because k is cut on covered wall too: where a fraction x of the wall is bare the divisor is only 1+0.89x, which is 1.005 at the via bottom at the fold. With this local divisor the fold is 3.049 nm/s and the breakdown time 15.51 s, shifts below 0.1 %, so the radial gradient hardly affects the onset. The value 1.89 is not itself a strict limit, since it assumes uniform uptake; where the uptake decays along a bare wall the divisor approaches about 2.1. The same two potentials are kept.

A dilute-solution estimate with a conductivity of 30 S/m gives copper a transference number of 0.20. In the quasi-steady via, where acid and sulphate carry no net flux, migration takes a larger share of the copper flux: about 45 % with 0.13 mol/L of fully dissociated sulphuric acid (the amount that gives 30 S/m in this estimate) and 26 % with 1 mol/L. The model therefore overstates copper depletion: at the same flux the drop along the via at 60 s would be 0.35 to 0.49 m_b instead of 0.62 m_b. The purely ohmic drop in the via at 60 s is 1.6 mV, a 3 % change in rate; with the diffusion potential included the drop is 2 to 4 mV, or 4 to 8 %. The ohmic part grows in inverse proportion to the conductivity, to about 10 mV at 5 S/m. The access length of the mouth, πR/4, is 3.9 % of the depth, but the whole via flux crosses it: it adds 6.9 % to X and lowers the fold by 5.5 % and the breakdown time by 4.6 % (about 4 and 3 % when the finite pitch is allowed for). Shrinkage of the concave wall concentrates the adsorbate at a rate v/R, only 0.4 % of the burial rate κv. The deposit reaches 4.5 % of the radius within 60 s, so fixed geometry serves for the onset of breakdown but not for the complete fill, where V_j, S_j and the face areas must move and the stored amounts must be updated with them. The full set of values is in the numerical output.

Computed values

```
via radius, depth, pitch, layer: 2.5, 50.0, 20.0, 40.0 um
suppressor: bulk 10.0 umol/L, D 70 um2/s
copper: bulk 0.80 mol/L, D 500 um2/s
full coverage 0.1 amol/um2, k 1000 m3/mol/s
burial constant 100 1/um, covered/bare rate 0.015
i0 0.50 mA/cm2, alpha 0.5, T 298.15 K
copper molar volume from fcc cell: 7.112 cm3/mol
hold: E 0.12 V, bare rate 1.904 nm/s
step: E 0.18 V, bare rate 6.121 nm/s
bare current at hold, step: 5.17, 16.61 mA/cm2
effective supply path: 1168.5 um
transport bound on bare rate: 3.994 nm/s
transport bound as potential: 0.1581 V
fold, copper undepleted: 2.995 nm/s
fold, full model: 3.051 nm/s
fold potential: 0.1442 V
fold covered-surface current: 0.1242 mA/cm2
bare fraction at bottom at fold: 0.0053
bottom c/bulk at fold: 0.1136
leading eigenvalue before, after fold: -0.0296, 0.0460 1/s
start bottom c/bulk: 0.5127
start bottom bare fraction: 5.708e-04
breakdown time, two-stage dt 0.1 s: 15.517 s
breakdown time, Radau reference: 15.518 s
breakdown time, Euler dt 0.5 s: 14.834 s
coverage error dt 0.4, 0.1 s: 4.51e-04, 2.83e-05
observed order in time: 2.00
start dissolved, adsorbed: 158.5538, 118.4912 amol
end dissolved, adsorbed: 147.0583, 82.0247 amol
supplied, adsorbed from solution, buried: 49.1299, 60.6254, 97.0919 amol
largest defect solution, wall, total: 4.2e-13, 3.1e-13, 6.1e-13 amol
largest total defect, Euler: 1.6e-13 amol
largest total defect, lagged coverage: 1.7301 amol
Radau balance defect by Simpson rule: 6.5e-07 amol
end: any active wall True, first active depth 28.0 um
end coverage at mouth, bottom: 0.9989, 0.0000
end copper/bulk at mouth, bottom: 0.9664, 0.3434
end growth at mouth, bottom: 0.0952, 2.1017 nm/s
deposit at mouth, bottom, maximum: 5.8, 106.9, 113.0 nm
50-cell mesh: fold 3.051 nm/s, breakdown 15.518 s
neglected: radial Biot number of bare wall 3.57
  with k cut to 528 m3/mol/s: fold 2.719 nm/s, time 13.64 s
neglected: wall motion/radius 4.5 %
neglected: curvature compression/burial 0.40 %
neglected: ohmic drop in via at end 1.605 mV, rate change 3.1 %
neglected: copper migration share 20 % (dilute estimate, 30 S/m)
neglected: mouth access length/depth 3.9 %
```
